# Inside the binodal, a closed cell may still hold one phase

Consider an alloy cell of $N$ sites in $d$ dimensions whose mean composition exceeds the binodal composition $c_b$ by a small amount $\delta$. If the excess solute stays dissolved, the free-energy penalty is extensive and, because $c_b$ is a point of stable equilibrium, quadratic in $\delta$: it scales as $N f''\delta^2$, where $f''$ is the curvature of the bulk free energy per site at $c_b$. If the excess gathers into one droplet, the droplet volume is proportional to $N\delta$ and its surface costs about $\gamma(N\delta)^{(d-1)/d}$, where $\gamma$ is the interface free energy. The two costs are comparable when

$$
\delta^{(d+1)/d}\sim\frac{\gamma}{f''}\,N^{-1/d},
\qquad\text{so}\qquad \delta\sim\left(\frac{\gamma}{f''}\right)^{d/(d+1)}N^{-1/(d+1)} .
$$

Below this supersaturation the dissolved state is the cheaper one. In three dimensions the threshold falls as $N^{-1/4}$, so a tenfold larger cell lowers it by a factor of only 1.8.

## The belief and its appeal

The belief is that a canonical cell, with fixed numbers of atoms, must phase separate once its composition lies inside the binodal. If it remains homogeneous, the run is thought too short. The composition at which a second phase first appears is then read as the solubility.

The belief rests on a correct theorem. In the thermodynamic limit the surface cost per site vanishes, and the common tangent gives the lowest free energy throughout the miscibility gap. Nucleation can also be slow, so an unseparated cell may indeed be metastable. The error is to apply the limiting statement at fixed $N$ arbitrarily close to $c_b$, where the bulk gain vanishes too.

## The competition in full

Assume $d\ge2$, short-range interactions, a compact droplet with isotropic $\gamma$, no elastic strain, and a temperature well below critical. Volumes are counted in sites and lengths in site spacings $a$. Let $\Delta c$ be the composition difference between the coexisting phases.

Free energies are measured from the common tangent. This subtracts a constant and a term linear in composition, which cannot affect the comparison because the total composition is fixed.

Let a fraction $\lambda$ of the excess $N\delta$ form a droplet of volume $v$. Solute conservation gives

$$
v\,\Delta c=\lambda N\delta,\qquad \delta_m=(1-\lambda)\delta ,
$$

where $\delta_m$ is the supersaturation left in the matrix. Corrections from the volume taken by the droplet are of relative order $v/N$ and are dropped. A ball of volume $v$ has surface $S_d v^{(d-1)/d}$, with $S_3=(36\pi)^{1/3}$. Hence

$$
F(\lambda)=\gamma S_d\left(\frac{\lambda N\delta}{\Delta c}\right)^{(d-1)/d}+\frac{f''}{2}N\delta^2(1-\lambda)^2 .
$$

Divide by the surface cost at $\lambda=1$, $E_S=\gamma S_d(N\delta/\Delta c)^{(d-1)/d}$:

$$
\Phi(\lambda)=\lambda^{(d-1)/d}+D(1-\lambda)^2,\qquad
D=\frac{f''N\delta^2}{2E_S}=\frac{f''\,\Delta c^{(d-1)/d}}{2\gamma S_d}\,\delta^{(d+1)/d}N^{1/d}.
$$

The homogeneous state has $\Phi(0)=D$. A droplet is cheaper if $\Phi(\lambda)<D$. Since $1-(1-\lambda)^2=\lambda(2-\lambda)$, this means

$$
\lambda^{(d-1)/d}<D\lambda(2-\lambda)
\quad\Longleftrightarrow\quad
D>\frac{\lambda^{-1/d}}{2-\lambda}.
$$

The threshold $D_t$ is the smallest value of the right-hand side, reached where $\lambda^{1/d}(2-\lambda)$ is largest. Setting its logarithmic derivative to zero gives $1/(d\lambda)=1/(2-\lambda)$, so

$$
\lambda_t=\frac{2}{d+1},\qquad
D_t=\frac{d+1}{2d}\left(\frac{d+1}{2}\right)^{1/d}
=\frac1d\left(\frac{d+1}{2}\right)^{(d+1)/d}.
$$

Solving the definition of $D$ for $\delta$ yields

$$
\delta_t=\left[\frac{2D_t\gamma S_d}{f''\Delta c^{(d-1)/d}}\right]^{d/(d+1)}N^{-1/(d+1)} .
$$

The droplet does not grow continuously from zero. At small $\lambda$ the surface term rises faster than the bulk term falls, so the homogeneous state is a local minimum. At $\delta_t$ the equilibrium state jumps to a droplet holding, for $d=3$, half the excess.

## A cell that should separate and does not

Take a model binary alloy with regular-solution free energy per site

$$
f(c)=\Omega c(1-c)+k_BT\,[c\ln c+(1-c)\ln(1-c)],
$$

a gradient term $\kappa|\nabla c|^2$, and the values $\Omega=0.10$ eV, $\kappa=0.05$ eV $a^2$ and $T=450$ K. The binodal lies at 12.804 at.%, with $\Delta c=0.7439$, $f''=0.1473$ eV and $\gamma=0.009686$ eV/$a^2$.

Put $10^6$ sites at 14 at.%. This is inside the binodal by $\delta=0.01196$. The lever rule predicts a droplet of $10^6\times0.01196/0.7439\approx16\,100$ sites. Its surface would cost

$$
0.009686\times(36\pi)^{1/3}\times16\,100^{2/3}\approx30\ \text{eV},
$$

whereas leaving all the excess dissolved costs

$$
\tfrac12\times0.1473\times10^6\times0.01196^2\approx10.5\ \text{eV}.
$$

A smaller droplet does not help. Here $D=10.5/30\approx0.35$, far below $D_t=0.840$. The homogeneous cell is the equilibrium state, and a longer run would not change that. A droplet placed in this cell would evaporate, since $D$ is also below 0.706, the least value at which a stationary droplet exists (the condition is derived below).

For the threshold itself,

$$
\delta_t=\left[\frac{2(0.840)(0.009686)(36\pi)^{1/3}}{0.1473\,(0.7439)^{2/3}}\right]^{3/4}N^{-1/4}=0.724\,N^{-1/4}.
$$

At $N=10^6$ this is 2.29 at.%, placing the onset at 15.09 at.%. Stationary states of the full square-gradient functional, with a diffuse interface and the complete $f(c)$, put it at 15.34 at.%. Read as a solubility, that is 20% above the binodal value. At $10^5$ sites the excess is 38%, and at $10^{10}$ sites still 1.8%. By the asymptotic law, an error of 1% needs about $10^{11}$ sites.

In these calculations a spherical cell with a centred droplet stands in for the periodic cube. Between $10^9$ and $10^{10}$ sites the computed exponent is $-0.2535$, against $-1/4$. For circular cells in two dimensions it is $-0.339$ between $10^6$ and $10^7$ sites, against $-1/3$.

## Why the law falls short in smaller cells

The functional gives a threshold 11% above the law at $10^6$ sites and 1.05% above it at $10^{10}$ (1.04% on the $0.15\,a$ grid of the listed output, which slightly underestimates $\gamma$). The leading deviation comes from the cubic term in the bulk free energy. Write the homogeneous penalty as $\tfrac12f''\delta^2(1-\epsilon)$ per site, with $\epsilon=-f'''\delta/(3f'')$. Here

$$
f'''=k_BT\left[-\frac1{c_b^2}+\frac1{(1-c_b)^2}\right]\approx-2.31\ \text{eV},
$$

so $\epsilon\approx5.2\,\delta$ is positive and supersaturation is cheaper than the quadratic form says.

In three dimensions, equality of the two states becomes

$$
\lambda^{2/3}+D(1-\lambda)^2[1-\epsilon(1-\lambda)]=D(1-\epsilon).
$$

The difference between the sides is stationary in $\lambda$ at threshold, so to first order $\lambda=1/2$ may be kept:

$$
2^{-2/3}=D\left(\tfrac34-\tfrac78\epsilon\right)
\;\Rightarrow\; D\approx D_t\left(1+\tfrac76\epsilon\right)
\;\Rightarrow\; \delta\approx\delta_t\left(1+\tfrac78\epsilon\right),
$$

where the last step uses $\delta\propto D^{3/4}$.

No other correction enters at this order. The model is symmetric under $c\to1-c$, so both phases have the same $f''$ and, at equal chemical potential, the same composition shift; the volume corrections dropped earlier then cancel. The same symmetry exchanges the two sides of the interface and reverses its curvature, which forbids a term in $\gamma$ linear in curvature. At $10^{10}$ sites, $\delta=0.00229$ gives a predicted deviation of 1.05%, in agreement with the grid-converged value. An alloy without this symmetry would have further terms of the same order.

## Waiting for the droplet is not a cure

One might accept the late onset and measure the matrix composition after the droplet has formed. That matrix is still supersaturated. With $\delta_m=\delta-v\Delta c/N$, minimizing the free energy over $v$ in three dimensions gives

$$
\frac{2\gamma}{r}-f''\delta_m\Delta c=0
\quad\Rightarrow\quad
\delta_m=\frac{2\gamma}{r f''\Delta c},
$$

where $r$ is the droplet radius. This is the Gibbs–Thomson shift. At threshold the law makes it half of $\delta_t$. For $10^6$ sites the computed matrix holds 13.99 at.%, 9% above the binodal value.

History matters as well. Stationary droplets satisfy $\Phi'(\lambda)=0$, or

$$
D=\frac{d-1}{2d}\,\frac{1}{\lambda^{1/d}(1-\lambda)} .
$$

The smallest such $D$ occurs at $\lambda=1/(d+1)$. For $d=3$ it corresponds to $\delta=0.877\,\delta_t$; the functional gives 0.876 at $10^{10}$ sites. Between this limit and $\delta_t$ a droplet is metastable, so a run started with one can keep it. Even then, the composition at which it disappears lies above $c_b$.

At $\delta_t$ the two states are separated by a barrier proportional to $E_S$, and therefore to $(N\delta_t)^{(d-1)/d}\propto N^{(d-1)/(d+1)}$. In this mean-field model it is 2.7 eV, or 70 $k_BT$, at $10^6$ sites. Unbiased sampling can thus remain homogeneous well above $\delta_t$, which raises the apparent solubility further. Slow nucleation is real, but it adds to the equilibrium shift and does not explain it.

## Is the effect an artefact of mean field?

The functional omits composition fluctuations, capillary waves and the translational entropy of the droplet. The last favours the droplet by roughly $k_BT\ln N$; as an estimate, it lowers the onset by about 0.2 at.% at $10^5$ sites and 0.04 at.% at $10^6$, small beside the shift itself. A separate check uses exact canonical partition functions of periodic two-dimensional Ising lattices at $T=2.0\,J/k_B$, with $J$ the coupling. The free energy of adding one minority spin is zero at bulk coexistence, by spin-reversal symmetry. In the finite lattices it rises above zero, to 1.27 $J$ for $6\times6$ and 0.84 $J$ for $8\times8$. The $4\times4$ maximum, 2.45 $J$, equals $8J-k_BT\ln16$, the cost of the very first minority spin, and says nothing about droplets. The other two maxima occur at the third and fifth minority spin. These lattices are too small to test the exponent or the droplet mechanism. A positive value means only that the equilibrium distribution of the magnetization falls off from its peak towards the middle, and in lattices this small it survives above the critical temperature, where no binodal exists (0.57 $J$ and 0.29 $J$ at $T=2.4\,J/k_B$). The sums show that a finite canonical cell can have a potential above coexistence in full equilibrium; they do not confirm the threshold law beyond mean field.

## Measuring the binodal instead

A flat slab removes the curvature. Its interface area does not depend on its thickness, so the surface term drops out when the free energy is minimized over $v$, leaving $\delta_m=0$. The computed slab has a matrix at 12.804 at.%, the binodal value.

The slab must also be the preferred shape. In a periodic cube of unit edge, a minority phase of volume fraction $x$ has area $(36\pi)^{1/3}x^{2/3}$ as a sphere, $2\sqrt{\pi x}$ as a cylinder and 2 as a slab. The sphere gives way to the cylinder at $x=4\pi/81\approx0.155$, and the cylinder to the slab at $x=1/\pi\approx0.318$. These values compare areas at fixed volume; in a finite cell the supersaturated matrix raises them, to lever-rule fractions of about 0.17 and 0.33 at $10^5$ sites in the present model. A mean composition near the middle of the gap therefore serves far better than one near its edge. Alternatively, the two bulk phases can be simulated separately and their chemical and grand potentials equated, with no interface present.

Extrapolating the onset in $N^{-1/4}$ needs care. A straight line through the computed onsets at $10^5$ and $10^6$ sites gives

$$
\frac{15.34-10^{-1/4}\times17.70}{1-10^{-1/4}}\approx12.3\ \text{at.\%},
$$

which is 4% below the true binodal value. The correction linear in $\delta$ is still large at those sizes, and it turns an overestimate into an underestimate. The numerical output lists the onset, matrix composition and droplet size for each cell.

## Table of computed values

```
Omega = 0.10 eV, kappa = 0.05 eV a^2, T = 450 K
kT = 0.03878 eV; critical temperature = 580.2 K
binodal c_b = 12.804 at.%; spinodal = 26.312 at.%
gap = 0.74392; f2 = 0.14733 eV; gamma = 0.009686 eV/a^2
interface decay length = 0.824 a
d=2: reduced threshold D_t = 0.91856, fraction = 0.6667
d=3: reduced threshold D_t = 0.83995, fraction = 0.5000
d=4: reduced threshold D_t = 0.78590, fraction = 0.4000
slab: matrix = 12.804 at.%, gamma from profile = 0.009684 eV/a^2
d=3 saddle fraction = 0.0804, reduced barrier = 0.05665
d=3 cells: onset composition c_t and matrix after condensation, at.%
N=1e5: c_t=17.702, law=16.877, matrix=14.995, over by 38.25 %
   delta/law=1.2025, radius=9.33 a, droplet volume fraction=0.03397
N=1e6: c_t=15.344, law=15.094, matrix=13.992, over by 19.84 %
   delta/law=1.1089, radius=16.19 a, droplet volume fraction=0.01778
   barrier=2.735 eV = 70.5 kT, barrier/law=1.0492
N=1e7: c_t=14.169, law=14.092, matrix=13.460, over by 10.66 %
   delta/law=1.0600, radius=28.27 a, droplet volume fraction=0.00946
   barrier=8.663 eV = 223.4 kT, barrier/law=1.0509
N=1e8: c_t=13.552, law=13.528, matrix=13.170, over by 5.85 %
   delta/law=1.0334, radius=49.67 a, droplet volume fraction=0.00513
   barrier=27.005 eV = 696.4 kT, barrier/law=1.0359
N=1e9: c_t=13.219, law=13.211, matrix=13.009, over by 3.24 %
   delta/law=1.0186, radius=87.67 a, droplet volume fraction=0.00282
   barrier=84.285 eV = 2173.5 kT, barrier/law=1.0224
N=1e10: c_t=13.035, law=13.033, matrix=12.919, over by 1.81 %
   delta/law=1.0104, radius=155.22 a, droplet volume fraction=0.00157
   barrier=264.135 eV = 6811.5 kT, barrier/law=1.0132
d=3 last-decade exponents: delta_t -0.2535, barrier 0.4961
matrix share of delta_t at N=1e10: 0.4963
droplet existence limit / delta_t: 0.8760, law 0.8774
d=2 exponent = -0.3388; delta/law at N=1e7 = 1.0109
d=3 law prefactor K = 0.7244
sites for 1 % relative overestimate (law) = 1.02e+11
sites for onset at c_b + 1 at.% (law) = 2.75e+07
volume fraction: sphere to cylinder 0.1551, to slab 0.3183
Ising 4x4, T=2.0 J/k: largest potential above coexistence = 2.4548 J
Ising 6x6, T=2.0 J/k: largest potential above coexistence = 1.2662 J
Ising 8x8, T=2.0 J/k: largest potential above coexistence = 0.8361 J
```
